# The Ambegaokar-Baratoff Critical Current of an Equal-Gap Tunnel Junction

**Q:** A barrier passes one electron with a small probability proportional to $|t|^2$. A Cooper pair has two electrons, so its probability should go as $|t|^4$. How can the supercurrent be tied to the normal resistance, which is governed by $|t|^2$?

**A:** The supercurrent at zero voltage is not a rate of independent pair-transfer events. It is the phase derivative of an equilibrium energy. Moving a pair takes two actions of the tunnel Hamiltonian, and an energy shift with two such actions is of order $|t|^2$. A rate would need the square of that two-step amplitude, hence $|t|^4$.

**Q:** Then define the model, and show me that the current is a phase derivative.

**A:** Take two identical spin-singlet, s-wave BCS electrodes at zero voltage, with real gap magnitude $\Delta$ and phases $\varphi_L,\varphi_R$. On the left,

$$H_L=\sum_{k\sigma}\xi_k c^\dagger_{k\sigma}c_{k\sigma}-\sum_k\left(\Delta e^{i\varphi_L}c^\dagger_{k\uparrow}c^\dagger_{-k\downarrow}+\text{h.c.}\right),$$

and likewise on the right with operators $d_{q\sigma}$. The barrier conserves spin:

$$H_T=A+A^\dagger,\qquad A=\sum_{kq\sigma}t_{kq}c^\dagger_{k\sigma}d_{q\sigma}.$$

Let $J$ be the electron number current from left to right through the barrier. It is minus the rate of change, caused by $H_T$, of the electron number $\hat n_L=\sum_{k\sigma}c^\dagger_{k\sigma}c_{k\sigma}$ on the left. Since $A$ adds one electron on the left, $[A,\hat n_L]=-A$ and $[A^\dagger,\hat n_L]=A^\dagger$. Therefore

$$J=-\frac{i}{\hbar}[H_T,\hat n_L]=\frac{i}{\hbar}(A-A^\dagger).$$

Now put $c=e^{i\varphi_L/2}\tilde c$ and $d=e^{i\varphi_R/2}\tilde d$. The pairing terms become real, and $A=e^{i\varphi/2}\tilde A$ with $\varphi=\varphi_R-\varphi_L$. The phase now sits in the barrier term alone, so

$$\frac{\partial H}{\partial\varphi}=\frac{i}{2}(A-A^\dagger)=\frac{\hbar}{2}J.$$

Differentiating $F=-k_BT\ln\mathrm{Tr}\,e^{-H/k_BT}$ gives $\partial F/\partial\varphi=\langle\partial H/\partial\varphi\rangle$. With $e>0$ and $I=e\langle J\rangle$,

$$I=\frac{2e}{\hbar}\frac{\partial F}{\partial\varphi}.$$

Electrons carry charge $-e$, so positive $I$ is a conventional current from right to left.

**Q:** The gaps could respond to the barrier. Are you entitled to keep them fixed?

**A:** I assume bulk gap magnitudes and an imposed phase difference. In mean-field theory the full free energy, including the condensation term, is stationary in the gap magnitude. A gap change of order $|t|^2$ then alters the energy only at order $|t|^4$, beyond the order kept here.

**Q:** Fine. Where does the second-order energy come from, with its factor of two?

**A:** Use the spinors $\Psi_k=(\tilde c_{k\uparrow},\tilde c^\dagger_{-k\downarrow})^T$ and $\Phi_q=(\tilde d_{q\uparrow},\tilde d^\dagger_{-q\downarrow})^T$. Apart from constants, each electrode has the matrix $h=\xi\tau_3-\Delta\tau_1$, where $\tau_i$ are Pauli matrices. Reordering the spin-down tunnel operators gives a minus sign. For a time-reversal-symmetric barrier, $t_{-k,-q}=t^*_{kq}$, and the tunnel term becomes

$$H_T=\sum_{kq}\Psi_k^\dagger\,t_{kq}\tau_3U\,\Phi_q+\text{h.c.},\qquad U=e^{i\varphi\tau_3/2}.$$

Let $V$ be the whole tunnel matrix, scale it by $\lambda$, and let $h_0$ be the matrix of the separate electrodes. Then $dF/d\lambda=\mathrm{Tr}[Vf(h_0+\lambda V)]$, where $f$ is the Fermi function. I need the expansion

$$\tanh\frac{x}{2k_BT}=2k_BT\sum_n\frac{x}{\omega_n^2+x^2},\qquad \omega_n=(2n+1)\pi k_BT,$$

with $n$ running over all integers. Both sides have the same poles $x=i\omega_n$, with residue $2k_BT$. Both have period $2\pi ik_BT$ and tend to $\pm1$ as $\mathrm{Re}\,x\to\pm\infty$. Their difference is therefore bounded and has no poles, so it is constant; it is odd, so it vanishes.

Because $f(x)=\frac12-\frac12\tanh(x/2k_BT)$, pairing $\pm\omega_n$ gives

$$f(x)=\frac12+k_BT\sum_n\frac{1}{i\omega_n-x}.$$

The constant drops out because $V$ has no diagonal blocks. With $G=(i\omega_n-h_0)^{-1}$, the inverse expands as

$$(i\omega_n-h_0-\lambda V)^{-1}=G+\lambda GVG+\dots$$

The term $\mathrm{Tr}[VG]$ is zero for the same reason as before. Integrating the next term over $\lambda$ from 0 to 1 gives

$$\delta F=\frac{k_BT}{2}\sum_n\mathrm{Tr}[VGVG].$$

The trace can start on the left or on the right, with equal results, which cancels the one half:

$$\delta F=k_BT\sum_{n,k,q}|t_{kq}|^2\,\mathrm{Tr}\left[\tau_3UG_qU^\dagger\tau_3G_k\right].$$

**Q:** What in that trace depends on phase?

**A:** Let $E=\sqrt{\xi^2+\Delta^2}$. Since $h^2=E^2$,

$$G=-\frac{i\omega_n+\xi\tau_3-\Delta\tau_1}{\omega_n^2+E^2}.$$

The parts with $i\omega_n$ and $\xi\tau_3$ commute with $U$, and their products with the $\tau_1$ parts have zero trace. The phase enters through the two $\Delta$ terms. For these,

$$U\tau_1U^\dagger=\tau_1\cos\varphi-\tau_2\sin\varphi,$$

$$\tau_3(U\tau_1U^\dagger)\tau_3=-\tau_1\cos\varphi+\tau_2\sin\varphi.$$

Multiplying by $\tau_1$ and taking the trace leaves $-2\cos\varphi$. Thus

$$\delta F=\text{const}-E_J\cos\varphi,$$

$$E_J=2k_BT\sum_{n,k,q}\frac{|t_{kq}|^2\Delta^2}{(\omega_n^2+E_k^2)(\omega_n^2+E_q^2)}.$$

The current is $I=I_c\sin\varphi$ with $I_c=2eE_J/\hbar$. Time reversal made the pair amplitude the positive number $|t_{kq}|^2$, so $E_J>0$ and $\varphi=0$ has the lowest energy. A magnetic barrier need not obey this condition.

The sign and the factor can be tested without Nambu matrices. With one level on each side, the many-electron space has 16 states. The thermal average of its electron current, from direct diagonalization at weak coupling, divided by the second-order current is 0.999995 at $k_BT=0.4\Delta$ and 0.999993 at $0.02\Delta$.

**Q:** Real electrodes have many levels. Why should that double sum be simple?

**A:** Assume that the mean $|t|^2$ and the normal densities of states per spin, $N_L$ and $N_R$, are constant over an energy range much wider than both $\Delta$ and $k_BT$. The range has to be very wide, because the error falls only as $(\Delta/W)\ln(W/\Delta)$ with the half-width $W$. At zero temperature a sharp window of $\pm10\Delta$ gives 73% of the result below, $\pm100\Delta$ gives 95%, and $\pm1000\Delta$ gives 99.4%. Each momentum sum then becomes an energy integral:

$$\int_{-\infty}^{\infty}\frac{d\xi}{\omega_n^2+\Delta^2+\xi^2}=\frac{\pi}{\sqrt{\omega_n^2+\Delta^2}}.$$

There are two such factors. Because the gaps are equal, the square roots multiply to a rational function. Writing $g=N_LN_R|t|^2$,

$$E_J=2\pi^2g\,k_BT\sum_n\frac{\Delta^2}{\omega_n^2+\Delta^2}.$$

The expansion of tanh at $x=\Delta$, multiplied by $\Delta/2$, gives the remaining sum:

$$k_BT\sum_n\frac{\Delta^2}{\omega_n^2+\Delta^2}=\frac{\Delta}{2}\tanh\frac{\Delta}{2k_BT}.$$

Hence

$$E_J=\pi^2g\Delta\tanh\frac{\Delta}{2k_BT}.$$

With unequal gaps the two roots would differ, and this sum would not apply.

**Q:** You still have an unknown barrier constant $g$.

**A:** The normal resistance contains the same constant. Apply a voltage $V$ that raises the left electron energies by $eV$. By the golden rule, forward minus backward tunnelling involves $f_L(1-f_R)-f_R(1-f_L)=f_L-f_R$. For two spins,

$$I_n=2e\,\frac{2\pi}{\hbar}g\int dE\,[f(E-eV)-f(E)]=\frac{4\pi e^2g}{\hbar}V.$$

The integral is $eV$ at any temperature. Consequently

$$\frac1{R_n}=\frac{4\pi e^2g}{\hbar},\qquad g=\frac{\hbar}{4\pi e^2R_n}.$$

Insert this in the critical current:

$$I_c=\frac{2e}{\hbar}\,\pi^2\,\frac{\hbar}{4\pi e^2R_n}\,\Delta\tanh\frac{\Delta}{2k_BT}.$$

The factors combine to

$$I_cR_n=\frac{\pi\Delta(T)}{2e}\tanh\frac{\Delta(T)}{2k_BT}.$$

This is the Ambegaokar-Baratoff relation. Barrier strength and densities of states cancel because both currents are linear in $g$.

**Q:** And at absolute zero?

**A:** The argument of tanh grows without bound while $\Delta(T)\to\Delta(0)$, so

$$I_cR_n=\frac{\pi\Delta(0)}{2e}.$$

Equivalently, $I_c$ is the current that the normal junction would carry at voltage $\pi\Delta(0)/2e$. This is $\pi/4$ of the pair-breaking voltage $2\Delta(0)/e$.

**Q:** I would trust that limit more if it did not rest on the tanh sum.

**A:** At zero temperature, $k_BT\sum_n$ becomes $\int d\omega/2\pi$. Partial fractions give, for positive $a$ and $b$,

$$\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\frac1{(\omega^2+a^2)(\omega^2+b^2)}=\frac{1}{b^2-a^2}\left(\frac1{2a}-\frac1{2b}\right)=\frac1{2ab(a+b)}.$$

With $a=E_k$ and $b=E_q$,

$$E_J=\sum_{kq}\frac{|t_{kq}|^2\Delta^2}{E_kE_q(E_k+E_q)}.$$

The denominator $E_k+E_q$ is the energy of two virtual quasiparticles, one on each side. No real quasiparticle has to be created.

Set $\xi_k=\Delta\sinh u$ and $\xi_q=\Delta\sinh v$. Then $d\xi_k=E_k\,du$ and $d\xi_q=E_q\,dv$, which cancel the factors $E_kE_q$:

$$E_J=g\Delta\iint\frac{du\,dv}{\cosh u+\cosh v}.$$

Next set $u=p+r$ and $v=p-r$. The area element is $2\,dp\,dr$, and the denominator is $2\cosh p\cosh r$. Both twos cancel:

$$E_J=g\Delta\left(\int_{-\infty}^{\infty}\frac{dp}{\cosh p}\right)^2=\pi^2g\Delta.$$

Here $\int dp/\cosh p=[2\arctan e^p]_{-\infty}^{\infty}=\pi$. Direct quadrature of the original double integral gives 9.86960440, in agreement with $\pi^2$.

**Q:** What does heating do, beyond shrinking the gap?

**A:** The factor $\tanh(\Delta/2k_BT)=1-2f(\Delta)$ describes the loss due to thermal occupation. Near the critical temperature $T_c$, where $\Delta\ll k_BT$, it becomes $\Delta/2k_BT$, and

$$I_cR_n\simeq\frac{\pi\Delta^2}{4ek_BT}.$$

To put numbers on this I need $\Delta(T)$. The weak-coupling gap equation, with pairing strength $\lambda_p$ and cutoff $\xi_c$, is

$$\frac1{\lambda_p}=\int_0^{\xi_c}d\xi\,\frac{\tanh(E/2k_BT)}{E}.$$

Subtract it from its zero-temperature form. The difference converges, so the cutoff can go to infinity:

$$\int_0^\infty d\xi\left[\frac1{\sqrt{\xi^2+\Delta(0)^2}}-\frac{\tanh(E/2k_BT)}{E}\right]=0.$$

Setting $\Delta=0$ in this equation gives $k_BT_c=0.5669\,\Delta(0)$.

**Q:** Give me an actual junction.

**A:** Choose round model values, $\Delta(0)=1$ meV and $R_n=10$ ohm. Then $T_c=6.58$ K, and at zero temperature

$$I_cR_n=\frac{\pi}{2}(1\ \text{mV})=1.571\ \text{mV},\qquad I_c=\frac{1.571\ \text{mV}}{10\ \Omega}=0.157\ \text{mA},$$

or $1.57\times10^{-4}$ A. At 4 K the gap is 0.9019 meV and $k_BT=0.3447$ meV, so the thermal factor is 0.8638:

$$I_cR_n=1.5708\times0.9019\times0.8638\ \text{mV}=1.224\ \text{mV}.$$

The three temperatures compare as follows.

| $T$ (K) | $\Delta$ (meV) | $\tanh(\Delta/2k_BT)$ | $I_c$ (mA) |
|---|---:|---:|---:|
| 2 | 0.997 | 0.994 | 0.156 |
| 4 | 0.902 | 0.864 | 0.122 |
| 6 | 0.496 | 0.446 | 0.035 |

At 4 K the gap is 10% below its zero-temperature value, but the current is 22% below. The thermal factor supplies the rest. At 6 K the near-$T_c$ formula gives $\pi(0.4964)^2/(4\times0.5170)=0.374$ mV, against 0.348 mV from the full relation. It is about 8% too high, because $\Delta/k_BT$ is still close to one.

**Q:** For 10 ohm you need $g=32.7$. How is that a weak barrier?

**A:** The constant $g$ contains the densities of states of whole electrodes and adds up all channels. For the energy-independent tunnelling assumed here, the small parameter is the transmission $\mathcal T_i$ of each channel. A channel contributes $(2e^2/h)\mathcal T_i$ to the conductance, so

$$\sum_i\mathcal T_i=\frac{h}{2e^2R_n}=1291.$$

The number of channels must greatly exceed 1291 if all are to be weak. With $\mathcal T_i=10^{-3}$, for instance, about 1.3 million channels are needed. A low resistance by itself does not violate the tunnel limit.

The total coupling does matter for the phase. Here $E_J=\pi^2\times32.69\times1\ \text{meV}=323$ meV at zero temperature. At 6 K it has fallen in proportion to $I_c$, to about 71 meV, still far above $k_BT=0.517$ meV. The thermal spread of the phase, $\sqrt{k_BT/E_J}$, is therefore only 0.085 rad at 6 K. It still matters for a measurement: in a strongly damped junction, thermal phase slips put the largest observable supercurrent about 6.5% below $I_c$ at 6 K and about 21% below at 6.5 K, because $E_J$ vanishes at $T_c$. Quantum fluctuations depend also on the junction capacitance, which I have not specified; treating the phase as classical assumes that they are small too.

**Q:** What happens if a channel is not weak?

**A:** Well below $T_c$, the relation fails once such channels carry a sizeable share of the conductance, even with the correct $R_n$. Near $T_c$, where $\Delta\ll k_BT$, the dependence on transmission fades: with the gap of the example, a fully open channel exceeds the relation by 56% at 2 K and 22% at 4 K, but by only 4% at 6 K. For the case of a single channel, consider two semi-infinite chains at half filling, joined by one bond, with a fixed gap equal to $10^{-4}$ of the chain hopping. Their current can be computed without expanding in the bond, and $R_n$ follows from matching normal waves. At $k_BT=0.1\Delta$, the maximum current over phase gives:

| Transmission | $I_cR_n$ in units of $\pi\Delta/2e$ |
|---:|---:|
| 0.0016 | 0.9996 |
| 0.303 | 1.089 |
| 1 | 1.769 |

The tunnel relation predicts 0.9999 in every row. It holds for the first, is about 8% below the computed value in the second, and misses much of the current in the third. For the weak bond at $k_BT=0.8\Delta$, the chains give 0.5540 and the relation 0.5546. The test at both temperatures allows a relative difference of 0.4% for finite bandwidth and finite transmission. The last digits depend on the bandwidth: with a gap ten times smaller, the three rows become 1.0002, 1.090 and 1.769, and the warm value becomes 0.5546.

So, for the equal-gap electrodes assumed here, the product $I_cR_n$ does not depend on the barrier strength if every channel is weak, the barrier is time-reversal symmetric, and its transmission is constant over energies well beyond $\Delta$ and $k_BT$. The bulk gap must also extend right up to a barrier much thinner than the superconducting coherence length. The phase must be classical and uniform. That needs $E_J$ far above $k_BT$ and the charging energy, which fails at high resistance: for $R_n=10$ kΩ at 4 K, $E_J$ is only $0.73\,k_BT$, and the observable supercurrent is a small fraction of $I_c$. It also needs a junction free of magnetic flux and narrower than the Josephson penetration depth, which fails at large critical current. The value $\pi\Delta/2e$ itself belongs to weak-coupling BCS electrodes; strong-coupling metals such as lead fall below it. A long normal-metal section beside the barrier can lower the product even when the transmission is constant. A magnetic barrier, or one containing an electron level near the Fermi energy, can give a different product even when it is weak. The numerical output below gives the values to more digits.

## Computed results

```
TESTS
Fock current / second order, kT=0.4 Delta: 0.999995
Fock current / second order, kT=0.02 Delta: 0.999993
double integral over u and v: 9.86960440
golden-rule / wave-matching conductance: 1.000792
LATTICE: Ic*Rn in units of pi*Delta/(2e)
chain gap / chain hopping: 1.0e-04
weak: bond/hopping 0.02, transmission 0.00160, kT=0.1 Delta: 0.9996
middle: bond/hopping 0.30, transmission 0.30300, kT=0.1 Delta: 1.0892
open: bond/hopping 1.00, transmission 1.00000, kT=0.1 Delta: 1.7690
weak bond, kT=0.8 Delta: 0.5540
tanh(Delta/2kT) at kT=0.1 Delta: 0.9999
tanh(Delta/2kT) at kT=0.8 Delta: 0.5546
WORKED EXAMPLE
zero-temperature gap: 1.000 meV
normal resistance: 10.0 ohm
k*Tc / Delta(0): 0.5669
critical temperature: 6.579 K
Ic*Rn at T=0: 1.5708 mV
Ic at T=0: 0.15708 mA
Ic at T=0: 1.5708e-04 A
Josephson energy at T=0: 322.66 meV
coupling N_L*N_R*|t|^2: 32.692 (dimensionless)
h/(2 e^2 Rn): 1290.6 (dimensionless)
T=2.0 K: kT 0.1723 meV, gap 0.9969 meV, tanh 0.9939
T=2.0 K: Ic*Rn 1.5563 mV, Ic 0.15563 mA
T=4.0 K: kT 0.3447 meV, gap 0.9019 meV, tanh 0.8638
T=4.0 K: Ic*Rn 1.2238 mV, Ic 0.12238 mA
T=6.0 K: kT 0.5170 meV, gap 0.4964 meV, tanh 0.4463
T=6.0 K: Ic*Rn 0.3479 mV, Ic 0.03479 mA
```
